\section*{Space-group phases and star-wise symmetrization of a plane-wave density}

\section{The phase of a rotated coefficient}

\textbf{Q.} A crystal density that is symmetric under a rotation should have equal Fourier coefficients at $\mathbf G$ and at the rotated vector $R\mathbf G$. Why would anyone attach a phase?

\textbf{A.} Because the symmetry may be a rotation followed by a translation that is not a lattice vector. Write the operation as $S=\{R|\mathbf t\}$, acting on points by
\begin{equation}
S\mathbf r=R\mathbf r+\mathbf t ,
\end{equation}
where $R$ is orthogonal (proper or improper). Invariance of the density means $\rho(R\mathbf r+\mathbf t)=\rho(\mathbf r)$ for every $\mathbf r$. I use the Fourier convention
\begin{equation}
\rho(\mathbf r)=\sum_{\mathbf G}\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
Insert the moved point:
\begin{align}
\rho(R\mathbf r+\mathbf t)
&=\sum_{\mathbf G'}\rho(\mathbf G')e^{i\mathbf G'\cdot\mathbf t}e^{i\mathbf G'\cdot R\mathbf r}\nonumber\\
&=\sum_{\mathbf G'}\rho(\mathbf G')e^{i\mathbf G'\cdot\mathbf t}e^{i(R^{-1}\mathbf G')\cdot\mathbf r}.
\end{align}
The last line uses orthogonality, $\mathbf a\cdot R\mathbf b=(R^{-1}\mathbf a)\cdot\mathbf b$. Since $R$ maps the lattice onto itself, it also maps the reciprocal lattice onto itself, so I may rename $\mathbf G'=R\mathbf G$:
\begin{equation}
\rho(R\mathbf r+\mathbf t)=\sum_{\mathbf G}\rho(R\mathbf G)e^{iR\mathbf G\cdot\mathbf t}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
This must equal $\sum_{\mathbf G}\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. Plane waves with different $\mathbf G$ are linearly independent, so the coefficients agree one by one:
\begin{equation}
\rho(R\mathbf G)=\rho(\mathbf G)\,e^{-iR\mathbf G\cdot\mathbf t}.
\label{eq:phase}
\end{equation}
Read backwards, the same lines show that \eqref{eq:phase} for all $\mathbf G$ implies invariance. For $\mathbf t=0$ your expectation is right.

\textbf{Q.} Could the exponent equally well contain $\mathbf G\cdot\mathbf t$?

\textbf{A.} Not with these conventions. The translation comes after the rotation, so it meets the rotated wave vector. Take inversion combined with $\mathbf t$, so that $R\mathbf G=-\mathbf G$. Equation \eqref{eq:phase} gives $\rho(-\mathbf G)=\rho(\mathbf G)e^{+i\mathbf G\cdot\mathbf t}$, and using $\mathbf G\cdot\mathbf t$ in place of $R\mathbf G\cdot\mathbf t$ would reverse the sign. A different Fourier sign, or translating before rotating, changes the form of the phase, so the conventions must travel with the formula.

\textbf{Q.} The translation $\mathbf t$ is defined only up to a lattice vector $\mathbf T$. Is the phase well defined?

\textbf{A.} Yes, since $R\mathbf G$ is a reciprocal lattice vector and $e^{-iR\mathbf G\cdot\mathbf T}=1$. One operation per rotation $R$ therefore suffices, provided the lattice contains every pure translation of the crystal, that is, the cell is primitive; I assume this throughout. (In a conventional cell or a supercell, several operations share the same $R$ and differ by translations that are not lattice vectors of that cell; the symmetry group then contains all of them.) Let $N_S$ be the number of these operations. Below, products of operations are understood modulo lattice translations, which makes them a finite group.

\section{What the irreducible k-points supply}

\textbf{Q.} If I weight the irreducible k-points correctly, I have accounted for the whole Brillouin zone. What is left to symmetrize?

\textbf{A.} Weights are enough for a scalar such as the band energy, which is the same at equivalent k-points. The density contributed by one k-point is a function of position, and equivalent k-points contribute rotated copies of it.

To see this, let $S$ act on functions by $(Sf)(\mathbf r)=f(S^{-1}\mathbf r)$, with $S^{-1}\mathbf r=R^{-1}(\mathbf r-\mathbf t)$. Consider a spin-independent one-electron Hamiltonian $-\tfrac12\nabla^2+V(\mathbf r)$ in atomic units, with $V(S\mathbf r)=V(\mathbf r)$. The Laplacian is unchanged by orthogonal maps and translations, so $S$ commutes with the Hamiltonian, and $S\psi_{n\mathbf k}$ has the same energy as $\psi_{n\mathbf k}$. Its wave vector follows from a lattice translation:
\begin{align}
(S\psi_{n\mathbf k})(\mathbf r+\mathbf T)
&=\psi_{n\mathbf k}(S^{-1}\mathbf r+R^{-1}\mathbf T)\nonumber\\
&=e^{i\mathbf k\cdot R^{-1}\mathbf T}\psi_{n\mathbf k}(S^{-1}\mathbf r)
=e^{iR\mathbf k\cdot\mathbf T}(S\psi_{n\mathbf k})(\mathbf r).
\end{align}
It is a Bloch state at $R\mathbf k$. With occupations $f$ (including the factor 2 for spin), define
\begin{equation}
\rho_{\mathbf k}(\mathbf r)=\sum_n f(\varepsilon_{n\mathbf k})|\psi_{n\mathbf k}(\mathbf r)|^2 .
\end{equation}
Then
\begin{equation}
\rho_{R\mathbf k}=S\rho_{\mathbf k}.
\label{eq:cov}
\end{equation}

\textbf{Q.} A diagonalization at $R\mathbf k$ need not return the states $S\psi_{n\mathbf k}$. In a degenerate level it may return any mixture.

\textbf{A.} The mixture drops out if the whole level has one occupation. Let $\phi_i=\sum_j\psi_jU_{ji}$ with $U$ unitary. Then
\begin{equation}
\sum_i|\phi_i|^2=\sum_{jl}\psi_j\psi_l^*\sum_iU_{ji}U_{li}^*
=\sum_{jl}\psi_j\psi_l^*\delta_{jl}=\sum_j|\psi_j|^2 .
\end{equation}
So all states of a degenerate level must share one occupation, the same at equivalent k-points. Occupations that depend on energy alone satisfy this, and so does a fixed band count if at every k-point a gap separates the last filled band from the next. If a band count cuts through a degenerate level, the density depends on an arbitrary choice of basis and \eqref{eq:cov} can fail. The numerical check includes such a case, with one state of a threefold level filled at $\mathbf k=0$, and the symmetry is indeed lost.

\textbf{Q.} Does a finite plane-wave basis spoil the argument?

\textbf{A.} Not if it is chosen by $|\mathbf k+\mathbf G|\le K$. Since $|R\mathbf k+R\mathbf G|=|\mathbf k+\mathbf G|$, the basis at $\mathbf k$ is carried onto the basis at $R\mathbf k$. The relation holds at any such cutoff, even where the density itself is not converged.

\section{From the irreducible sum to the full density}

\textbf{Q.} How do you recover the full sum without visiting every k-point?

\textbf{A.} Let the mesh have $N_k$ points and be mapped onto itself by every $R$, modulo reciprocal lattice vectors. It then splits into orbits. From each orbit $O$ keep one point $\mathbf k_O$, with weight $w_O=|O|/N_k$, and form
\begin{equation}
\rho_u=\sum_Ow_O\,\rho_{\mathbf k_O}.
\end{equation}
The subscript $u$ stands for unsymmetrized.

Suppose $S_1$ takes $\mathbf k_O$ to $\mathbf k'$. The operations that do so are the products $S_1h$, where $h$ leaves $\mathbf k_O$ fixed modulo a reciprocal lattice vector. Their number is the same for every $\mathbf k'$ in the orbit, hence $N_S/|O|$. Using \eqref{eq:cov},
\begin{equation}
\sum_SS\rho_{\mathbf k_O}=\sum_S\rho_{R\mathbf k_O}
=\frac{N_S}{|O|}\sum_{\mathbf k'\in O}\rho_{\mathbf k'} .
\label{eq:orbit}
\end{equation}
Solve for the orbit sum, divide by $N_k$ and add the orbits:
\begin{equation}
\rho=\frac1{N_k}\sum_{\mathbf k}\rho_{\mathbf k}
=\sum_O\frac{|O|}{N_k}\frac1{N_S}\sum_SS\rho_{\mathbf k_O}
=\frac1{N_S}\sum_SS\rho_u .
\label{eq:average}
\end{equation}
So averaging over the group reproduces the full-mesh density. It does not remove the error of using a finite mesh.

\textbf{Q.} Are regular meshes not symmetric automatically?

\textbf{A.} No. For an fcc lattice with cubic constant $a$, measure wave vectors in $2\pi/a$. Reciprocal lattice vectors then have integer components that are all even or all odd. Take a $2\times2\times2$ mesh shifted by half a step along each primitive reciprocal vector. It contains $(\frac14,\frac14,\frac14)$. A cubic operation sends this to $(-\frac14,\frac14,\frac14)$, a displacement of $(-\frac12,0,0)$. Displacements between mesh points are half a reciprocal lattice vector, so twice the displacement would have to be all even or all odd. But $(-1,0,0)$ is neither, and the image is off the mesh.

\textbf{Q.} Many crystals lack inversion, yet one would still like to treat $\mathbf k$ and $-\mathbf k$ as equivalent. Must I add inversion to the average?

\textbf{A.} You must not. The Hamiltonian above is real, so $\psi_{n\mathbf k}^*$ is an eigenstate at $-\mathbf k$ with the same energy and the same $|\psi|^2$. Hence $\rho_{-\mathbf k}=\rho_{\mathbf k}$ as functions of $\mathbf r$, with no rotation. Suppose the mesh contains $-\mathbf k$ along with every $\mathbf k$; a shifted mesh need not do so when the group lacks inversion. If $-O$ is a different orbit from $O$, apply \eqref{eq:orbit} to both, with $-\mathbf k_O$ representing $-O$:
\begin{equation}
\sum_{\mathbf k'\in O\cup(-O)}\rho_{\mathbf k'}
=\frac{|O|}{N_S}\sum_SS(\rho_{\mathbf k_O}+\rho_{-\mathbf k_O})
=\frac{2|O|}{N_S}\sum_SS\rho_{\mathbf k_O}.
\end{equation}
The weight doubles, while the sum still runs over the spatial group alone. Adding inversion would impose a symmetry that the density lacks. Magnetism and spin-orbit coupling lie outside this derivation.

\section{One star at a time}

\textbf{Q.} Equation \eqref{eq:average} rotates functions in real space. Where do the stars enter?

\textbf{A.} Expand the action of $S$ on a periodic function $f$:
\begin{equation}
(Sf)(\mathbf r)=\sum_{\mathbf G'}f(\mathbf G')e^{i\mathbf G'\cdot R^{-1}(\mathbf r-\mathbf t)}
=\sum_{\mathbf G'}f(\mathbf G')e^{iR\mathbf G'\cdot(\mathbf r-\mathbf t)} .
\end{equation}
Setting $\mathbf G=R\mathbf G'$ gives $(Sf)(\mathbf G)=e^{-i\mathbf G\cdot\mathbf t}f(R^{-1}\mathbf G)$. A coefficient mixes only with those at rotated vectors. The set of distinct vectors $R\mathbf G_0$ is the star of $\mathbf G_0$; let it have $n$ members.

In \eqref{eq:average} the sum may run over $S^{-1}$ instead of $S$, since both run through the whole group. The inverse is $S^{-1}=\{R^{-1}|-R^{-1}\mathbf t\}$, so its phase at $\mathbf G_0$ is $e^{i\mathbf G_0\cdot R^{-1}\mathbf t}=e^{iR\mathbf G_0\cdot\mathbf t}$, and
\begin{equation}
\rho(\mathbf G_0)=\frac1{N_S}\sum_Se^{iR\mathbf G_0\cdot\mathbf t}\rho_u(R\mathbf G_0).
\label{eq:g0}
\end{equation}
Each raw coefficient is thus brought back to $\mathbf G_0$ by undoing the phase in \eqref{eq:phase}, and the results are averaged.

\textbf{Q.} Several operations lead from $\mathbf G_0$ to the same $\mathbf G$, possibly with different translations. Which phase do I use?

\textbf{A.} For each $\mathbf G$ in the star choose one operation $S_{\mathbf G}=\{R_{\mathbf G}|\mathbf t_{\mathbf G}\}$ with $R_{\mathbf G}\mathbf G_0=\mathbf G$. The others are $S_{\mathbf G}h$, where $h=\{P|\mathbf u\}$ has $P\mathbf G_0=\mathbf G_0$. These $h$ form the little group of $\mathbf G_0$, with $N_h=N_S/n$ elements. The product acts as
\begin{equation}
S_{\mathbf G}h\,\mathbf r=R_{\mathbf G}P\mathbf r+R_{\mathbf G}\mathbf u+\mathbf t_{\mathbf G},
\end{equation}
so its phase in \eqref{eq:g0} is
\begin{equation}
e^{i\mathbf G\cdot(R_{\mathbf G}\mathbf u+\mathbf t_{\mathbf G})}
=e^{i\mathbf G_0\cdot\mathbf u}\,e^{i\mathbf G\cdot\mathbf t_{\mathbf G}},
\end{equation}
because $R_{\mathbf G}^{-1}\mathbf G=\mathbf G_0$. The sum factorizes:
\begin{equation}
\rho(\mathbf G_0)=\chi\,\frac1n\sum_{\mathbf G\in\mathrm{star}}
e^{i\mathbf G\cdot\mathbf t_{\mathbf G}}\rho_u(\mathbf G),\qquad
\chi=\frac1{N_h}\sum_he^{i\mathbf G_0\cdot\mathbf u}.
\label{eq:star}
\end{equation}

The factor $\chi$ is either 1 or 0. For two little-group elements the combined translation is $P_1\mathbf u_2+\mathbf u_1$, and $\mathbf G_0\cdot P_1\mathbf u_2=\mathbf G_0\cdot\mathbf u_2$, so the phases multiply as the operations do. Multiplying $\chi$ by any one phase $e^{i\mathbf G_0\cdot\mathbf u_1}$ merely reorders the sum:
\begin{equation}
e^{i\mathbf G_0\cdot\mathbf u_1}\chi=\chi .
\end{equation}
Either every phase is 1 and $\chi=1$, or some phase differs from 1 and $\chi=0$.

If $\chi=1$, the choice of $S_{\mathbf G}$ does not matter, and \eqref{eq:phase} fills the rest of the star:
\begin{equation}
\rho(\mathbf G)=e^{-i\mathbf G\cdot\mathbf t_{\mathbf G}}\rho(\mathbf G_0).
\label{eq:fill}
\end{equation}
If $\chi=0$, the whole star vanishes. This is a systematic absence. At $\mathbf G=0$ the star has one member and $\chi=1$, so symmetrization leaves the total charge unchanged.

\section{A crystal with fractional translations}

\textbf{Q.} Show me a case where the phases and the zero both matter.

\textbf{A.} Take an fcc crystal with identical atoms at $0$ and $\boldsymbol\tau=\frac a4(1,1,1)$, the diamond structure. The 48 cubic rotations permute the components of a vector and change their signs. Hence $R\boldsymbol\tau=\frac a4(s_1,s_2,s_3)$ with $s_i=\pm1$.

If $s_1s_2s_3=1$, then $R\boldsymbol\tau$ differs from $\boldsymbol\tau$ by a lattice vector, and $\mathbf t=0$ works. If $s_1s_2s_3=-1$, then $R\boldsymbol\tau+\boldsymbol\tau$ is a lattice vector. The operation with $\mathbf t=\boldsymbol\tau$ then exchanges the two kinds of site. There are 24 operations of each type.

The model potential is
\begin{equation}
V(\mathbf G)=v(|\mathbf G|^2)\,\tfrac12\left(1+e^{-i\mathbf G\cdot\boldsymbol\tau}\right),
\end{equation}
with $v=-0.10$, $0.02$ and $0.04$ hartree at $|\mathbf G|^2=3$, 8 and 11 in units of $(2\pi/a)^2$, and zero otherwise. I take $a=10$ bohr, $|\mathbf k+\mathbf G|^2\le16$ in the same units, and four filled bands. These are round parameters, and the potential is fixed, not self-consistent. On a $4\times4\times4$ mesh containing $\mathbf k=0$, the smallest gap between bands four and five at the same k-point is 0.109 hartree, so no degenerate level is cut. The 64 points form eight orbits, of sizes 1, 8, 4, 6, 24, 12, 3 and 6.

The unsymmetrized sum depends on which point is kept from each orbit, since another choice rotates that orbit's contribution. In the same order, the points kept here are $(0,0,0)$, $(\frac14,\frac14,-\frac14)$, $(\frac12,\frac12,-\frac12)$, $(\frac12,0,0)$, $(\frac34,\frac14,-\frac14)$, $(1,\frac12,-\frac12)$, $(1,0,0)$ and $(1,\frac12,0)$ in units of $2\pi/a$, and all raw numbers below refer to this choice. For the star of $\mathbf G_0=(1,1,1)$, the irreducible sum gives the following coefficients, multiplied by the cell volume so that they count electrons per primitive cell.

\begin{center}
\begin{tabular}{ccc}
$\mathbf G$ & $e^{i\mathbf G\cdot\mathbf t_{\mathbf G}}$ & raw coefficient\\
$(1,1,1),\ (1,-1,-1)$ & $1$ & $1.145(1+i)$\\
$(-1,1,1),\ (-1,-1,-1)$ & $i$ & $1.145(1-i)$\\
$(-1,1,-1)$ & $1$ & $1.081(1+i)$\\
$(1,-1,1)$ & $i$ & $1.081(1-i)$\\
$(-1,-1,1)$ & $1$ & $1.030(1+i)$\\
$(1,1,-1)$ & $i$ & $1.030(1-i)$
\end{tabular}
\end{center}

For example, $(-1,-1,-1)$ is reached by inversion with $\mathbf t=\boldsymbol\tau$. There $\mathbf G\cdot\boldsymbol\tau=-3\pi/2$, and $e^{-3\pi i/2}=i$. Since $i(1-i)=1+i$, all eight products have the same complex direction. Their average is
\begin{equation}
\frac{4(1.145)+2(1.081)+2(1.030)}8(1+i)=1.100(1+i).
\end{equation}
The direct sum over all 64 k-points also gives $1.100(1+i)$ electrons per cell at $(1,1,1)$. At $(-1,-1,-1)$, equation \eqref{eq:fill} predicts $-i\times1.100(1+i)=1.100(1-i)$, again the directly computed value.

\textbf{Q.} What if I average the eight raw numbers without phases?

\textbf{A.} The four values along $1+i$ and the four along $1-i$ have the same mean size, so their imaginary parts cancel. You would get 1.100 with no imaginary part, which is wrong at every member of the star.

\textbf{Q.} And the zero?

\textbf{A.} Consider $\mathbf G_0=(2,0,0)$. The reflection $y\to-y$ fixes it and, having one minus sign, carries $\mathbf t=\boldsymbol\tau$. Its phase is $e^{i\mathbf G_0\cdot\boldsymbol\tau}=e^{i\pi}=-1$, so $\chi=0$. Yet the raw irreducible sum has a coefficient as large as 0.085 electrons per cell in this star. It is an artefact of keeping one point per orbit. In the full sum the star vanishes to rounding error.

\textbf{Q.} The potential has no $(2,2,2)$ component either. Should that density coefficient also vanish?

\textbf{A.} Symmetry does not require it. The operations fixing $(2,2,2)$ are the six permutations without sign changes. All have $\mathbf t=0$, so $\chi=1$. The computed coefficient is $0.43i$ electrons per cell. This value belongs to the cutoff and mesh used: raising the cutoff to 36 gives $0.48i$ (and $1.109(1+i)$ at $(1,1,1)$), while an $8\times8\times8$ mesh at cutoff 16 gives $0.41i$ (and $1.082(1+i)$). The coefficient stays far from zero in each case.

Identical spherical densities on the two sites would give zero, because their structure factor is $1+e^{-i\mathbf G\cdot\boldsymbol\tau}=1+e^{-3\pi i}=0$. The nonzero value therefore shows that this density is not such a superposition. A symmetrizer that deleted this star would remove real structure.

\textbf{Q.} How badly do things go wrong when the conditions fail?

\textbf{A.} In this model, the shifted $2\times2\times2$ mesh described earlier violates \eqref{eq:phase} by up to 0.21 electrons per cell, even when all its points are summed. Such a mesh is still useful: by \eqref{eq:cov}, averaging its density over the group gives the density of the larger symmetric set formed by all rotated images, here 32 points, rather than that of the 8-point mesh. In this model that average lies within 0.021 electrons per cell of the $8\times8\times8$ result, against 0.025 for the unshifted $4\times4\times4$ mesh. On the symmetric mesh, with the representative points listed above, leaving the irreducible sum unsymmetrized gives an error of up to 0.39 electrons per cell relative to the full-mesh coefficients; randomly chosen representatives give between about 0.08 and 0.38. After star-wise symmetrization the difference is at the level of rounding. The numerical check also confirms the time-reversal argument on a zincblende-type model without inversion, where merging $\mathbf k$ with $-\mathbf k$ reduces ten irreducible points to eight.

\textbf{Q.} Does this matter beyond the density itself?

\textbf{A.} In a self-consistent Kohn--Sham calculation with a local or gradient-corrected functional, the density determines the next potential. An unsymmetrized density would generally produce a potential without the assumed symmetry, and \eqref{eq:cov}, on which the reduction of k-points rests, would no longer be justified. Conversely, if the true solution breaks the assumed symmetry, the average forces that symmetry back in. If such a solution keeps the lattice translations, it must be sought with the smaller group and the irreducible k-points that belong to it, which may be more numerous. If it breaks some of those translations, it also needs a larger cell.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a = 10.0 bohr
symmetric form factors by |G|^2 (hartree): {3: -0.1, 8: 0.02, 11: 0.04}
cutoff |k+G|^2 = 16 (2 pi/a)^2
cutoff energy = 3.1583 hartree
operations: 48  with t nonzero: 24
mesh points: 64  irreducible: 8
smallest direct gap on mesh = 0.1093 hartree
irreducible k (2 pi/a) and number of points in orbit:
  k = [0.0, 0.0, 0.0]  size 1
  k = [0.25, 0.25, -0.25]  size 8
  k = [0.5, 0.5, -0.5]  size 4
  k = [0.5, 0.0, 0.0]  size 6
  k = [0.75, 0.25, -0.25]  size 24
  k = [1.0, 0.5, -0.5]  size 12
  k = [1.0, 0.0, 0.0]  size 3
  k = [1.0, 0.5, 0.0]  size 6
G vectors: 537  stars: 27  absent: 4
star {111}: G | exp(iG.t) | raw rho | product (electrons/cell)
  (1, 1, 1) | +1.00000 +0.00000i | +1.14470 +1.14470i | +1.14470 +1.14470i
  (1, 1, -1) | +0.00000 +1.00000i | +1.02956 -1.02956i | +1.02956 +1.02956i
  (1, -1, 1) | +0.00000 +1.00000i | +1.08138 -1.08138i | +1.08138 +1.08138i
  (1, -1, -1) | +1.00000 +0.00000i | +1.14470 +1.14470i | +1.14470 +1.14470i
  (-1, 1, 1) | +0.00000 +1.00000i | +1.14470 -1.14470i | +1.14470 +1.14470i
  (-1, 1, -1) | +1.00000 +0.00000i | +1.08138 +1.08138i | +1.08138 +1.08138i
  (-1, -1, 1) | +1.00000 +0.00000i | +1.02956 +1.02956i | +1.02956 +1.02956i
  (-1, -1, -1) | +0.00000 +1.00000i | +1.14470 -1.14470i | +1.14470 +1.14470i
star average, {111} = +1.10008 +1.10008i electrons/cell
full mesh, rho(1,1,1) = +1.10008 +1.10008i electrons/cell
full mesh, rho(-1,-1,-1) = +1.10008 -1.10008i electrons/cell
star {200}: largest raw |rho| = 0.08547 electrons/cell
star {200}: largest full |rho| = 2.1e-16 electrons/cell
V(2,2,2) magnitude = 0.0e+00 hartree
full mesh, rho(2,2,2) = +0.00000 +0.43250i electrons/cell
largest deviations (electrons/cell):
  phase relation, full mesh: 9.2e-16
  phase relation with wrong sign: 3.1115
  raw irreducible sum from full mesh: 0.38946
  star-symmetrized sum from full mesh: 3.6e-15
  real-space invariance, density times volume: 2.0e-14
  general k and its rotated images: 7.6e-15
  phase relation, shifted 2x2x2 mesh: 0.20907
zincblende antisymmetric form factors (hartree): {3: 0.03, 4: 0.03, 11: 0.01}
zincblende operations: 24  irreducible k: 10  with time reversal: 8
zincblende symmetrized error with time reversal: 5.3e-15 electrons/cell
zincblende difference between k and -k: 4.9e-15 electrons/cell
\end{verbatim}
